# Runge-Lenz eigenstates of the hydrogenic atom at zero energy

An electron moves non-relativistically, without spin, in the field of a fixed point charge $Z>0$. In atomic units ($\hbar=m=e=1$)

$$H=\frac{p^2}{2}-\frac Zr,\qquad \mathbf L=\mathbf r\times\mathbf p,\qquad \mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r},$$

with $\hat{\mathbf r}=\mathbf r/r$. Repeated indices are summed. A zero-energy solution obeys $H\psi=0$; it is called regular if it stays finite at the origin and everywhere else at finite distance. Square integrability is not required, since $E=0$ is the edge of the continuum.

## (a) The commutator

**Compute $[A_i,A_j]$. What algebra do $\mathbf L$ and $\mathbf A$ form on a bound shell, and what becomes of it at zero energy?**

**Solution.** First bring $\mathbf A$ to a form with the coordinates on the left. With $[x_i,p_j]=i\delta_{ij}$,

$$(\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i=x_ip^2-(\mathbf r\cdot\mathbf p)p_i+2ip_i,$$

because $p_jx_ip_j=x_ip^2-ip_i$ and $p_jx_j=\mathbf r\cdot\mathbf p-3i$. In the other product no reordering is needed: $(\mathbf L\times\mathbf p)_i=(\mathbf r\cdot\mathbf p)p_i-x_ip^2$. Half the difference gives

$$A_i=K_i-Z\hat r_i,\qquad K_i=x_ip^2-Dp_i,\qquad D=\mathbf r\cdot\mathbf p-i .$$

The operator $D$ generates dilations: $[D,x_i]=-ix_i$, $[D,p_i]=ip_i$, hence $[D,x_ip^2]=ix_ip^2$. Write $M_{ij}=x_ip_j-x_jp_i=\epsilon_{ijk}L_k$. The commutator $[K_i,K_j]$ has three pieces.

- From $[p^2,x_j]=-2ip_j$: $[x_ip^2,x_jp^2]=-2i(x_ip_j-x_jp_i)p^2=-2iM_{ij}p^2$.
- For the cross terms, $[x_ip^2,Dp_j]=[x_ip^2,D]p_j+D[x_ip^2,p_j]=-ix_ip_jp^2+i\delta_{ij}Dp^2$. Therefore $-[x_ip^2,Dp_j]+[x_jp^2,Dp_i]=iM_{ij}p^2$; the $\delta_{ij}$ terms cancel.
- Since $p_iD=(D-i)p_i$, both orders of $Dp_iDp_j$ equal $D(D-i)p_ip_j$, and $[Dp_i,Dp_j]=0$.

Thus $[K_i,K_j]=-iM_{ij}p^2$. The terms linear in $Z$ are $-Z([K_i,\hat r_j]-[K_j,\hat r_i])$. Here $[D,\hat r_j]=0$, because $\hat r_j$ does not change under dilation, and $[p_i,\hat r_j]=-i(\delta_{ij}-\hat r_i\hat r_j)/r$ is symmetric and drops out. What remains comes from

$$[p^2,\hat r_j]=\frac{2\hat r_j}{r^2}-\frac2r\left(\partial_j-\hat r_j\,\hat{\mathbf r}\cdot\nabla\right).$$

After multiplication by $x_i$ and antisymmetrization, the terms containing $\hat r_j$ cancel. With $\partial_j=ip_j$ the rest is $-(2i/r)M_{ij}$, so the linear terms add up to $+2iZM_{ij}/r$. Altogether

$$[A_i,A_j]=-iM_{ij}\left(p^2-\frac{2Z}{r}\right)=-2i\,\epsilon_{ijk}L_kH .$$

($M_{ij}$ commutes with $1/r$.) Moreover $[L_i,A_j]=i\epsilon_{ijk}A_k$, since $\mathbf A$ is a vector.

On a bound shell $H=-Z^2/2n^2$, so $[A_i,A_j]=i\epsilon_{ijk}(Z^2/n^2)L_k$. The rescaled vector $n\mathbf A/Z$ then closes with $\mathbf L$ to so(4). If $\mathbf A$ itself is kept and $n\to\infty$, the structure constant $Z^2/n^2$ goes to zero. This is a contraction: three of the rotations turn into commuting "translations", and the algebra becomes e(3), that of rotations and translations in three dimensions. At $H\psi=0$ we have $[A_i,A_j]\psi=0$. The components commute on these solutions, not as operators on all functions.

## (b) Joint eigenfunctions

**Simplify $\mathbf A\psi$ for $H\psi=0$. Then seek a regular solution depending on $\mathbf r$ through $s=r-\mathbf n\cdot\mathbf r$ alone, with $\mathbf n$ a real unit vector, and find how $\mathbf A$ acts on it.**

**Solution.** Insert $p^2\psi=(2Z/r)\psi$ and $\mathbf p=-i\nabla$ into the form found in (a):

$$A_i\psi=2Z\hat r_i\psi+(\mathbf r\cdot\nabla)\partial_i\psi+\partial_i\psi-Z\hat r_i\psi .$$

Since $\partial_i(\mathbf r\cdot\nabla\psi)=\partial_i\psi+(\mathbf r\cdot\nabla)\partial_i\psi$,

$$\mathbf A\psi=\nabla(\mathbf r\cdot\nabla\psi)+Z\hat{\mathbf r}\,\psi\qquad(H\psi=0).$$

Now let $\psi=f(s)$. We have $\nabla s=\hat{\mathbf r}-\mathbf n$, $|\nabla s|^2=2-2\mathbf n\cdot\hat{\mathbf r}=2s/r$ and $\nabla^2s=2/r$. So $\nabla^2f=(2/r)(sf''+f')$, and $H\psi=0$ becomes

$$(sf')'+Zf=0 .$$

A power series $\sum_jc_js^j$ requires $j^2c_j=-Zc_{j-1}$. With $c_0=1$,

$$\psi_{\mathbf n}(\mathbf r)=\sum_{j=0}^\infty\frac{(-Zs)^j}{j!^2}=J_0\!\left(2\sqrt{Z(r-\mathbf n\cdot\mathbf r)}\right).$$

The second solution is logarithmic at $s=0$, hence infinite on the whole ray along $\mathbf n$, and is discarded. As $s$ is homogeneous of degree one, $\mathbf r\cdot\nabla\psi=sf'$. Its gradient is $(sf')'(\hat{\mathbf r}-\mathbf n)=-Zf(\hat{\mathbf r}-\mathbf n)$, and

$$\mathbf A\psi_{\mathbf n}=-Z(\hat{\mathbf r}-\mathbf n)\psi_{\mathbf n}+Z\hat{\mathbf r}\psi_{\mathbf n}=Z\mathbf n\,\psi_{\mathbf n}.$$

All three components are sharp at once. Classically, $\mathbf A\cdot\mathbf r=L^2-Zr$, so an orbit with $\mathbf A=Z\mathbf n$ is $r=L^2/[Z(1+\cos\gamma)]$, where $\gamma$ is the angle between $\mathbf r$ and $\mathbf n$. It is a parabola with its closest point on the side of $\mathbf n$, open towards $-\mathbf n$. Fixing $\mathbf A$ fixes the axis but leaves $L$ free; accordingly $\psi_{\mathbf n}$ will turn out to contain every $l$.

On the ray along $\mathbf n$, $\psi_{\mathbf n}=1$. Elsewhere $|\psi_{\mathbf n}|^2$ oscillates under an envelope falling as $s^{-1/2}$, too slowly for a finite norm.

The reality of the eigenvalue is a separate condition. Let $\mathbf a$ be complex with $\mathbf a\cdot\mathbf a=Z^2$, and let $g=Zr-\mathbf a\cdot\mathbf r$. Then $\nabla g\cdot\nabla g=2Zg/r$ and $\nabla^2g=2Z/r$, so $J_0(2\sqrt g)$ solves $H\psi=0$ and, by the same steps, has $\mathbf A\psi=\mathbf a\psi$. But if $\mathbf a=\mathbf b+i\mathbf c$ with $\mathbf c\neq0$, then $\mathbf b\cdot\mathbf c=0$ and $b^2=Z^2+c^2>Z^2$. Along $\mathbf b$ we get $g=-(b-Z)r<0$, and the function grows as $I_0(2\sqrt{(b-Z)r})$. Demanding a bounded function removes these cases; for real $\mathbf n$, $|\psi_{\mathbf n}|\le1$.

## (c) Partial waves

**Expand $\psi_{\mathbf n}$ in Legendre polynomials of $u=\mathbf n\cdot\hat{\mathbf r}$.**

**Solution.** The coefficient needed is $I_l(r)=\frac12\int_{-1}^1P_l(u)\psi_{\mathbf n}\,du$, for then $\psi_{\mathbf n}=\sum_l(2l+1)I_lP_l(u)$. Because $H$ commutes with $\mathbf L$, each $I_l$ obeys the zero-energy radial equation. With $\theta=r\,d/dr$ it reads

$$\left[\theta^2+\theta-l(l+1)+2Zr\right]I_l=0 .$$

Let $x=\sqrt{8Zr}$ and $\vartheta=x\,d/dx$. Then $\theta=\vartheta/2$ and $2Zr=x^2/4$. Multiplying by 4 and completing the square,

$$\left[(\vartheta+1)^2+x^2-(2l+1)^2\right]I_l=0 .$$

Put $I_l=w/x$. Since $(\vartheta+1)(w/x)=(\vartheta w)/x$, this is $\vartheta^2w+[x^2-(2l+1)^2]w=0$, Bessel's equation of order $2l+1$. The regular solution is $I_l=C_lJ_{2l+1}(x)/x$.

The constant follows from small $x$. As $Zs=x^2(1-u)/8$,

$$\psi_{\mathbf n}=\sum_j\frac{(-1)^j}{j!^2}\left(\frac{x^2}{8}\right)^j(1-u)^j .$$

$P_l$ is orthogonal to all polynomials of lower degree, so the first contributing term is $j=l$, and in it just the power $(-1)^lu^l$. The two signs cancel. The leading coefficient of $P_l$ is $(2l)!/(2^l\,l!^2)$ and $\frac12\int P_l^2\,du=1/(2l+1)$, hence $\frac12\int u^lP_l\,du=2^l\,l!^2/(2l+1)!$. Therefore

$$I_l\simeq\frac{1}{l!^2}\frac{x^{2l}}{8^l}\frac{2^l\,l!^2}{(2l+1)!}=\frac{(x/2)^{2l}}{(2l+1)!}.$$

This is the leading term of $2J_{2l+1}(x)/x$, so $C_l=2$ and

$$\psi_{\mathbf n}(\mathbf r)=\frac2x\sum_{l=0}^\infty(2l+1)J_{2l+1}(x)P_l(\mathbf n\cdot\hat{\mathbf r}),\qquad x=\sqrt{8Zr}.$$

All relative signs are positive with this sign convention for $\mathbf A$. Reversing $\mathbf n$ would multiply each term by $(-1)^l$.

## (d) The representation and uniqueness

**How does $\mathbf A$ act on a single partial wave? Find $A^2$ and $\mathbf A\cdot\mathbf L$, and decide whether other regular functions share the real eigenvalue $Z\mathbf n$.**

**Solution.** Let $F_{lm}=(2/x)J_{2l+1}(x)Y_{lm}(\hat{\mathbf r})$. By the addition theorem $P_l(\mathbf n\cdot\hat{\mathbf r})=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\mathbf n)$, the expansion in (c) can be inverted:

$$F_{lm}(\mathbf r)=\frac1{4\pi}\int Y_{lm}(\mathbf n)\,\psi_{\mathbf n}(\mathbf r)\,d\mathbf n .$$

Acting with $\mathbf A$ under the integral multiplies $Y_{lm}(\mathbf n)$ by $Z\mathbf n$. Finite sums of the $F_{lm}$ are thus represented by functions on a sphere of radius $Z$: $\mathbf A$ is the position on this sphere, and $\mathbf L$ rotates it. Multiplications commute, in agreement with (a), and $A^2=Z^2$. Every regular zero-energy solution is a convergent series in the $F_{lm}$, on which $\mathbf A$ and $\mathbf L$ act term by term, so identities of this kind hold for it too. For $\psi_{\mathbf n}$ itself the coefficients $c_{lm}=4\pi Y^*_{lm}(\mathbf n)$ are those of a delta function at $\mathbf n$, with $\sum_m|c_{lm}|^2\propto 2l+1$. The identities also hold for the solutions with complex $\mathbf a$ in (b), whose coefficients grow geometrically with $l$, too fast to define even such a generalized function on the sphere.

For the other invariant, $\psi_{\mathbf n}$ is unchanged if $\mathbf r$ and $\mathbf n$ are rotated together, so $\mathbf L\psi_{\mathbf n}=-\mathbf L_{\mathbf n}\psi_{\mathbf n}$, where $\mathbf L_{\mathbf n}$ acts on $\mathbf n$. Then $\mathbf A\cdot\mathbf L\,\psi_{\mathbf n}=-Z\mathbf L_{\mathbf n}\cdot(\mathbf n\psi_{\mathbf n})=0$, because rotation generators are perpendicular to the position they rotate. So $\mathbf A\cdot\mathbf L=0$.

For $m=0$ let $\Phi_l=(2/x)J_{2l+1}(x)P_l(\cos\theta)$. The Legendre recursion for $n_zP_l(n_z)$ gives

$$A_z\Phi_l=\frac{Z}{2l+1}\left[(l+1)\Phi_{l+1}+l\,\Phi_{l-1}\right].$$

Now let $\psi$ be any regular zero-energy solution with $\mathbf A\psi=\mathbf a\psi$, $\mathbf a$ real. From $A^2=Z^2$, $|\mathbf a|=Z$. Choose the $z$ axis along $\mathbf a$. Since $[L_i,A_i]=0$ for each $i$, $\mathbf L\cdot\mathbf A=\mathbf A\cdot\mathbf L=0$, so $\mathbf a\cdot\mathbf L\psi=ZL_z\psi=0$ and $\psi$ has $m=0$. Write $\psi=\sum_l(2l+1)c_l\Phi_l$. The part of $A_z\psi=Z\psi$ with angular momentum $l$ involves just the neighbours $l\pm1$:

$$l\,c_{l-1}+(l+1)c_{l+1}=(2l+1)c_l .$$

At $l=0$ this gives $c_1=c_0$, and by induction all $c_l=c_0$. The solution is $c_0\psi_{\mathbf n}$: one function for each real direction, up to a factor.

## (e) Sharp $A_z$ and $L_z$

**In parabolic coordinates $r\pm z$ one uses states with sharp $A_z$ and $L_z$ instead. Construct them from $\psi_{\mathbf n}$ and give their partial waves.**

**Solution.** Let $\mathbf n$ have azimuth $\varphi'$ and $n_z=\tau$, with $-1\le\tau\le1$. Define

$$a=\sqrt{2Z(1-\tau)(r+z)},\qquad b=\sqrt{2Z(1+\tau)(r-z)} .$$

Then $a^2+b^2=4Z(r-\tau z)$ and $ab=2Z\sqrt{1-\tau^2}\,\sqrt{r^2-z^2}$, so

$$4Z(r-\mathbf n\cdot\mathbf r)=a^2+b^2-2ab\cos(\varphi-\varphi') .$$

The argument of $J_0$ is the length of $\mathbf a_2-\mathbf b_2$, where these plane vectors have lengths $a,b$ and azimuths $\varphi,\varphi'$. Now $J_0(|\mathbf a_2-\mathbf b_2|)$ is the average of $e^{ia\cos(\omega-\varphi)}e^{-ib\cos(\omega-\varphi')}$ over the direction $\omega$. Expand the first factor by $e^{ia\cos\beta}=\sum_mi^mJ_m(a)e^{im\beta}$ and the second by the complex conjugate series. The average keeps equal indices, for which $i^m(-i)^m=1$. Since $J_{-m}(a)J_{-m}(b)=J_m(a)J_m(b)$, the sign of $m$ in the phase can be reversed:

$$\psi_{\mathbf n}=\sum_{m=-\infty}^{\infty}J_m(a)J_m(b)e^{im(\varphi-\varphi')} .$$

Averaging $e^{im\varphi'}\psi_{\mathbf n}$ over $\varphi'$ at fixed $\tau$ selects

$$\chi_{\tau m}=J_m(a)J_m(b)e^{im\varphi},\qquad A_z\chi_{\tau m}=Z\tau\chi_{\tau m},\quad L_z\chi_{\tau m}=m\chi_{\tau m}.$$

The first eigenvalue holds because all the superposed $\psi_{\mathbf n}$ have the same $n_z$. Their $n_x$ and $n_y$ differ, so for $|\tau|<1$ the transverse components of $\mathbf A$ are not sharp. The same average applied to (c) gives, for $m\ge0$,

$$\chi_{\tau m}=\frac2xe^{im\varphi}\sum_{l=m}^\infty(2l+1)\frac{(l-m)!}{(l+m)!}J_{2l+1}(x)P_l^m(\cos\theta)P_l^m(\tau).$$

At $\tau=1$, $a=0$: every $\chi_{\tau m}$ with $m\ne0$ vanishes, and $m=0$ gives back $\psi_{\mathbf n}$ with $\mathbf n$ along $z$. If $\chi_{\tau m}$ is divided by $(1-\tau)^{|m|/2}$ before the limit is taken, a regular solution proportional to $(r+z)^{|m|/2}J_{|m|}(b)e^{im\varphi}$ remains. It has $A_z=Z$ and $L_z=m$, but for $m\ne0$ it is unbounded.

## (f) Approach from the bound states

**Show how the normalized bound radial functions $R_{nl}$ approach the waves of (c) as $n\to\infty$ at fixed $l$ and $r$.**

**Solution.** The bound radial equation differs from that at zero energy by the term $-(Z^2/n^2)R$. Near the origin, the standard normalized function, with $\rho=2Zr/n$ and $L^{2l+1}_{n-l-1}(0)=(n+l)!/[(n-l-1)!(2l+1)!]$, is

$$R_{nl}\simeq\sqrt{\frac{(2Z/n)^3}{2n}\,\frac{(n+l)!}{(n-l-1)!}}\;\frac{\rho^l}{(2l+1)!}.$$

The factorial ratio equals $n^{2l+1}\prod_{j=1}^l(1-j^2/n^2)$. Collecting powers of $n$,

$$\frac{n^{3/2}}{2Z^{3/2}}R_{nl}\simeq\frac{(2Zr)^l}{(2l+1)!}\prod_{j=1}^l\sqrt{1-\frac{j^2}{n^2}} .$$

As $2Zr=(x/2)^2$, the starting value tends to that of $2J_{2l+1}(x)/x$. Equation and starting value both deviate at order $1/n^2$, so

$$\frac{n^{3/2}}{2Z^{3/2}}R_{nl}(r)=\frac{2J_{2l+1}(x)}{x}+O(n^{-2}).$$

If $r$ is allowed to grow with $n$, it must not grow too fast. The extra term lowers the local wave number $k=\sqrt{2Z/r}$ by about $(Z^2/n^2)/(2k)$. Integrated from the origin to $r$, this shifts the phase of the wave by about $(Zr)^{3/2}/(3\sqrt2\,n^2)$, which must be small; hence $r\ll n^{4/3}/Z$. This is stricter than $Z^2/n^2\ll2Z/r$, the condition that the extra term be small in the equation itself. Beyond the outer turning point of a bound state, at $r\approx2n^2/Z$ for $l\ll n$, the bound function decays while the zero-energy wave keeps oscillating. There the difference is as large as the wave itself, however large $n$ is.

## (g) Numbers

**Take $Z=1$, $\mathbf n$ along $z$, $r=4$ bohr (2.117 Å) and $\theta=60^\circ$. Evaluate $\psi_{\mathbf n}$ both ways, and compare the spread in $l$ with classical mechanics.**

**Solution.** The closed form gives $J_0(2\sqrt{4\times0.5})=J_0(2.8284)=-0.196548$. For the series, $x=\sqrt{32}=5.657$, and the first four terms (products formed from unrounded factors) are

- $l=0$: $-0.11629$
- $l=1$: $3\times0.07576\times0.5=0.11364$
- $l=2$: $5\times0.11894\times(-0.125)=-0.07434$
- $l=3$: $7\times0.03503\times(-0.4375)=-0.10729$

Their sum is $-0.18428$. Including $l=4$ gives $-0.19706$, and through $l=8$ the sum agrees with the closed form to within $10^{-8}$.

Classically $p^2=2Z/r$ at zero energy, so $L^2\le r^2p^2=2Zr$. Here $l(l+1)\le8$ allows $l\le2$. These waves carry 92.0% of the angular mean of $\psi_{\mathbf n}^2$, with 64.1% in $l=2$ alone. At 100 bohr the bound allows $l\le13$, with 89.5% inside. The rest is the penetration of waves with $2l+1>x$, for which Bessel's equation in (c) gives $\vartheta^2w$ the sign of $w$, hence no oscillation. A small share of the mean square need not be a small term at a point: $l=3$ has a share of 7.8%, yet supplies over half of the value at $60^\circ$.

For $\tau=0.5$, $m=1$, the same point has $\cos\theta=\tau$, which makes $a=b=\sqrt6=2.449$. At $\varphi=0$, $\chi_{\tau1}=J_1(\sqrt6)^2=0.25925$, and the partial-wave series gives the same value. The eigenvalue of $A_z$ is 0.5 atomic units.

For $l=1$ at 4 bohr, the scaled bound function is 0.07878 at $n=10$ and 0.07577 at $n=160$, against the limit 0.07576. The first is 4.0% too large relative to that limit. From $n=80$ to $n=160$ the largest error for $l=0$ to 3, on a grid from 0.1 to 4 bohr, falls by a factor 4.000, as $1/n^2$ demands. The full table is in the numerical output.

## Table of computed values

```
charge Z = 1, distance r = 4.0 bohr = 2.1167 angstrom
polar angle = 60 degrees, x = 5.656854
argument of J_0 = 2.828427
closed form psi = -0.19654810 (dimensionless)
angular mean of psi^2 = 0.11028291
l, 2J_(2l+1)(x)/x, term, partial sum, share of angular mean
0  -0.11628766  -0.11628766  -0.11628766   0.122619
1   0.07575833   0.11363749  -0.00265017   0.156125
2   0.11893782  -0.07433614  -0.07698631   0.641360
3   0.03503479  -0.10729405  -0.18428035   0.077909
4   0.00491192  -0.01277868  -0.19705903   0.001969
5   0.00041383   0.00040898  -0.19665005   0.000017
6   0.00002350   0.00009876  -0.19655128   0.000000
7   0.00000097   0.00000323  -0.19654805   0.000000
8   0.00000003  -0.00000004  -0.19654809   0.000000
classical bound l(l+1) <= 2Zr and weight inside it
r = 4 bohr: largest l = 2, weight inside = 0.9201
r = 100 bohr: largest l = 13, weight inside = 0.8948
state with m = 1, tau = 0.5, A_z = 0.5 a.u.
Bessel arguments = 2.449490, 2.449490
product J_1 J_1 = 0.25925398, series = 0.25925398
bound states: n, Z^2/n^2, scaled R_n1 at r, largest error l = 0..3
10 0.01000000 0.07877949 3.021e-03
20 0.00250000 0.07651154 7.532e-04
40 0.00062500 0.07594650 1.882e-04
80 0.00015625 0.07580536 4.704e-05
160 0.00003906 0.07577008 1.176e-05
zero-energy limit for l = 1: 0.07575833
error ratio from n = 80 to n = 160: 4.0002
```
